# Ballistic Heat Conductance of a Two-Dimensional Sheet: Leading Powers and First Corrections

## Two kinds of wave in one sheet

A thin sheet is suspended between two heat reservoirs at slightly different temperatures. It is cold and clean enough for a lattice wave to cross from one reservoir to the other without scattering. Two kinds of wave carry heat. In-plane waves have frequency $\omega=ck$, as sound does. Flexural waves, which displace the sheet out of its plane, have $\omega=bk^2$ if nothing but bending stiffness opposes them. How does the conductance of each kind fall as the sheet is cooled, which kind dominates, and how soon do corrections to the leading power matter?

The assumptions are these. The sheet is harmonic, isotropic at long wavelength, and wide compared with the thermal wavelength. Each wave leaving a reservoir is fully transmitted. The flexural branch is free of tension and of any substrate; tension is restored later. SI units are used, and each polarization is counted once.

## From the heat current to a frequency integral

Waves moving in the $+x$ direction carry the occupation of the left reservoir, $n=1/(e^{x}-1)$ with $x=\hbar\omega/k_BT$. Their heat current per width is

$$\frac{J}{W}=\int_{v_x>0}\frac{d^2k}{(2\pi)^2}\,\hbar\omega\,v_x\,n(\omega,T).$$

The right reservoir sends the same expression back at its own temperature. For a small temperature difference the net current is therefore that difference times $G=dJ/dT$.

For an isotropic branch $v_x=v\cos\theta$, with $v=d\omega/dk$, and $d^2k=k\,dk\,d\theta$. The forward directions give $\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2$. With $v\,dk=d\omega$ and $2/(2\pi)^2=1/(2\pi^2)$,

$$\frac{G}{W}=\frac{1}{2\pi^2}\int_0^\infty d\omega\,k(\omega)\,\hbar\omega\frac{\partial n}{\partial T}.$$

The group velocity has cancelled. What remains is a count of channels: transverse wave numbers in a wide strip are spaced by $2\pi/W$, and those with $|k_y|<k(\omega)$ can propagate, so their number is $M=2k/(2\pi/W)=Wk/\pi$. The integral is then $G=\int (d\omega/2\pi)\,M\,\hbar\omega\,\partial n/\partial T$, the Landauer form with unit transmission.

Since $\partial x/\partial T=-x/T$,

$$\hbar\omega\frac{\partial n}{\partial T}=k_BT\,x\cdot\frac{x}{T}\frac{e^x}{(e^x-1)^2}=k_B\,w(x),\qquad w(x)=\frac{x^2e^x}{(e^x-1)^2}.$$

The weight $w$ starts as $1-x^2/12$ and decays exponentially at large $x$. Writing $\omega_T=k_BT/\hbar$,

$$\frac{G}{W}=\frac{k_B\omega_T}{2\pi^2}\int_0^\infty k(x\omega_T)\,w(x)\,dx. \tag{1}$$

## The leading powers

Frequencies of order $\omega_T$ dominate (1). If $\omega\propto k^n$, then $k\propto\omega^{1/n}$ and $G/W\propto T\cdot T^{1/n}=T^{1+1/n}$. One factor $T$ belongs to each open channel; the factor $T^{1/n}$ is the growth in the number of channels. Linear waves give $T^2$ and quadratic waves $T^{3/2}$.

The prefactors need the integrals

$$I_p=\int_0^\infty\frac{x^pe^x}{(e^x-1)^2}dx=\int_0^\infty x^{p-2}w(x)\,dx.$$

Differentiating $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ and changing the sign gives $e^x/(e^x-1)^2=\sum_m m e^{-mx}$. Each term contributes $m\,\Gamma(p+1)/m^{p+1}=\Gamma(p+1)/m^{p}$, so for $p>1$

$$I_p=\Gamma(p+1)\,\zeta(p).$$

Inserting $k=\omega/c$ and $k=\sqrt{\omega/b}$ into (1),

$$\frac{G_{\rm lin}}{W}=\frac{k_B}{2\pi^2c}\left(\frac{k_BT}{\hbar}\right)^2I_3,\qquad
\frac{G_{\rm flex}}{W}=\frac{k_B}{2\pi^2\sqrt b}\left(\frac{k_BT}{\hbar}\right)^{3/2}I_{5/2}. \tag{2}$$

The constants are $I_2=3.290$, $I_{5/2}=4.458$ and $I_3=7.212$.

### A model sheet at 1 K

Take the round parameters $b=5\times10^{-7}\ \mathrm{m^2/s}$ and in-plane speeds of 10 and 15 km/s. At 1 K, $\omega_T=1.309\times10^{11}\ \mathrm{s^{-1}}$. The thermal wave numbers are $k_T=\sqrt{\omega_T/b}=5.117\times10^8\ \mathrm{m^{-1}}$ for flexural waves and $\omega_T/c=1.309\times10^7\ \mathrm{m^{-1}}$ for the slower in-plane branch. At the frequency $\omega_T$ the flexural branch thus offers about 39 times as many channels as the slower in-plane branch. The ratio falls as $1/\sqrt\omega$ at higher frequencies.

A single channel open at all frequencies has conductance $g_1=k_B\omega_TI_2/(2\pi)=0.9464$ pW/K at 1 K. Equation (2) can be written as this conductance times a number of channels:

$$\frac{G_{\rm flex}}{W}=g_1\frac{k_T}{\pi}\frac{I_{5/2}}{I_2}
=(0.9464\times10^{-12})(1.629\times10^8)(1.355)
=2.09\times10^{-4}\ \mathrm{W/(K\,m)}.$$

A strip 1 µm wide therefore has a flexural conductance of 209 pW/K. For the slower in-plane branch,

$$g_1\frac{\omega_T}{\pi c}\frac{I_3}{I_2}=(0.9464\times10^{-12})(4.167\times10^6)(2.192)=8.65\times10^{-6}\ \mathrm{W/(K\,m)}.$$

The faster branch gives $10/15$ of this, $5.76\times10^{-6}$, and the in-plane sum is $1.44\times10^{-5}\ \mathrm{W/(K\,m)}$.

There is a quicker estimate that needs no half-integer zeta function. Count the channels at the mean weighted frequency, $\bar x=I_3/I_2=2.192$. For linear waves this is exact, because the channel number is linear in frequency. For flexural waves it replaces the mean of $\sqrt x$ by $\sqrt{\bar x}$, which is larger because the square root is concave. The result is $g_1(k_T/\pi)\sqrt{2.192}=2.28\times10^{-4}\ \mathrm{W/(K\,m)}$, 9% above the full leading-order value.

## First correction to the total: the in-plane waves

In the tension-free sheet the total conductance is a sum of powers. The flexural $T^{3/2}$ leads as $T\to0$, and the first correction is the in-plane $T^2$:

$$\frac{G}{W}=\frac{G_{\rm flex}}{W}\,(1+r),\qquad r=\frac{I_3}{I_{5/2}}\sqrt{b\,\omega_T}\left(\frac1{c_1}+\frac1{c_2}\right)\propto\sqrt T. \tag{3}$$

A correction that vanishes as $\sqrt T$ disappears slowly on cooling:

| $T$ (K) | flexural, W/(K m) | in-plane, W/(K m) | $1/r$ |
|---|---|---|---|
| 1 | $2.09\times10^{-4}$ | $1.44\times10^{-5}$ | 14.5 |
| 4 | $1.67\times10^{-3}$ | $2.31\times10^{-4}$ | 7.25 |
| 10 | $6.61\times10^{-3}$ | $1.44\times10^{-3}$ | 4.58 |

From 1 to 4 K the flexural part grows by $4^{3/2}=8$ and the in-plane part by $4^2=16$. The sum of these two parts has a local exponent between the two. The two parts have exponents $3/2$ and $2$ and relative weights $1$ and $r$, so

$$\frac{d\ln G}{d\ln T}=\frac{\tfrac32+2r}{1+r}=\frac32+\frac{r}{2(1+r)}.$$

This is 1.53 at 1 K and 1.59 at 10 K. An exponent slightly above $3/2$ is thus expected even when both branches follow their own laws. These values are for the two pure laws alone. The lattice and tension terms derived below, with the parameters used there, raise them to 1.56 and 1.61, so such an exponent does not by itself identify the in-plane waves as the cause.

Setting $r=1$ gives a temperature of equality, $(14.5)^2\times1\ \mathrm K\approx210$ K. With a lattice spacing $a=0.25$ nm, however, $k_Ta=1.85$ there. This is not a small number, so the long-wave formulas have been carried outside their range, and 210 K is not a prediction of where the two contributions cross.

## Next correction: the lattice

To see how the flexural law itself fails on warming, take a square lattice whose bending waves obey

$$\omega=\frac{b}{a^2}\left(4-2\cos k_xa-2\cos k_ya\right),$$

with heat flowing along $x$. At low frequency a channel $k_y$ is open if $\omega$ exceeds its lowest value, reached at $k_x=0$. The limiting $k_y$ obeys $4\sin^2(k_ya/2)=a^2\omega/b$. Put $\kappa=a\sqrt{\omega/b}$. From $\arcsin z=z+z^3/6+\dots$,

$$k_y^{\max}=\frac2a\arcsin\frac\kappa2=\sqrt{\frac\omega b}\left(1+\frac{\kappa^2}{24}+\dots\right).$$

This replaces $k(\omega)$ in (1). Since $\kappa^2=a^2k_T^2x$, the correction carries one more power of $x$:

$$\frac{G_{\rm lattice}}{G_{\rm flex}}=1+\frac{a^2k_T^2}{24}\frac{I_{7/2}}{I_{5/2}}+\dots \tag{4}$$

The relative correction is linear in $T$, so its contribution to $G$ goes as $T^{5/2}$. It is positive because the lattice softens the waves and opens more channels at a given low frequency.

The ratio of integrals is $\tfrac72\,\zeta(7/2)/\zeta(5/2)$. Zeta values good to about 0.1% follow from adding the first four terms of the series and replacing the rest by an integral, $\zeta(p)\approx\sum_{m=1}^4m^{-p}+4.5^{1-p}/(p-1)$. This gives $\zeta(7/2)\approx1.127$ and $\zeta(5/2)\approx1.342$, hence a ratio of 2.94. At 1 K, $ak_T=0.128$, and the correction is $0.0164\times2.94/24=0.0020$. At 10 K it is ten times larger, 0.020.

Numerical integration of the heat current over the lattice wave vectors gives 0.0020 at 1 K, 0.0083 at 4 K and 0.0218 at 10 K. The small excess over linear growth has the sign of the next term of the arcsine series, which is also positive. At 10 K the lattice adds about 2% to the flexural part, whereas the in-plane waves add 22%. This supports the ordering $T^{3/2}$, $T^2$, $T^{5/2}$ for this model in that range.

## Tension: the correction that grows on cooling

A sheet under tension has $\omega^2=b^2k^4+s^2k^2$, where $s$ is the speed of long flexural waves. The two terms are equal at $k=s/b$, which defines the temperature scale

$$T_s=\frac{\hbar s^2}{bk_B},\qquad \tau=\frac{T_s}{T}.$$

Use scaled variables $k=(s/b)K$ and $\omega=(s^2/b)u$. Then $u^2=K^4+K^2$ and $x=\tau u$. Because $(s/b)/k_T=\sqrt\tau$, the ratio of the conductance to its tension-free value is

$$R=\frac{1}{I_{5/2}}\int_0^\infty\sqrt\tau\,K(x/\tau)\,w(x)\,dx.$$

### Well above $T_s$

Here most of the integral has large $u$. From $K^2=\sqrt{u^2+\tfrac14}-\tfrac12=u-\tfrac12+\tfrac1{8u}-\dots$,

$$K=\sqrt u-\frac{1}{4\sqrt u}+D(u),\qquad D(u)\simeq\frac{1}{32\,u^{3/2}}\quad(u\gg1).$$

The first term gives 1. The second gives $-(\tau/4)I_{3/2}/I_{5/2}$. In the third, the large-$u$ form of $D$ cannot be used throughout, since $\int x^{-3/2}w\,dx$ diverges at small $x$. That divergence shows that the next term comes from $x\sim\tau$, where $w\approx1$. Its value is $\tau^{3/2}\int_0^\infty D\,du/I_{5/2}$, and the neglected $w-1$ enters at order $\tau^2$.

The integral of $D$ can be done in closed form. Integrating by parts with $u=K\sqrt{1+K^2}$,

$$\int_0^UK\,du=KU-\int_0^{K}K'\sqrt{1+K'^2}\,dK'=K^2\sqrt{1+K^2}-\frac{(1+K^2)^{3/2}-1}{3},$$

where $K$ on the right belongs to the upper limit $U$. For large $K$ this is $K^3+\tfrac12K-\tfrac13K^3-\tfrac12K+\tfrac13=\tfrac23K^3+\tfrac13$. The subtracted terms are $\int_0^U\sqrt u\,du=\tfrac23U^{3/2}=\tfrac23K^3+\tfrac12K$ and $\int_0^Udu/(4\sqrt u)=\tfrac12\sqrt U=\tfrac12K$, up to vanishing pieces. Hence $\int_0^\infty D\,du=\tfrac13$, and

$$R=1-\frac{\tau}{4}\frac{I_{3/2}}{I_{5/2}}+\frac{\tau^{3/2}}{3I_{5/2}}+O(\tau^2). \tag{5}$$

Tension stiffens the sheet, removes channels, and lowers the conductance. The correction is in powers of $T_s/T$, so it fades on warming, opposite to (3) and (4).

For $s=100$ m/s, $T_s=0.153$ K. The ratio of integrals is $\tfrac25\zeta(3/2)/\zeta(5/2)\approx0.4\times2.614/1.342=0.779$. At 1 K, (5) gives $1-0.0298+0.0045=0.975$. Numerical integration with the full dispersion gives 0.9745 at 1 K and 0.997 at 10 K. At 0.1 K, where $\tau=1.53$, it gives 0.82, with a local exponent of 1.66. The terms written in (5) give 0.84 there, so the omitted higher terms have become visible.

### Well below $T_s$

Now $u$ is small. From $K^2=u^2-K^4\approx u^2-u^4$ one has $K\approx u(1-u^2/2)$. The branch is linear with speed $s$, and $u=xT/T_s$ gives

$$R=\frac{I_3}{I_{5/2}}\sqrt{\frac{T}{T_s}}\left[1-\frac{I_5}{2I_3}\left(\frac{T}{T_s}\right)^2+\dots\right].$$

Multiplied by the tension-free $T^{3/2}$, the leading factor restores $T^2$. The coefficient $I_5/(2I_3)=120\,\zeta(5)/(2\times7.212)\approx8.6$ is large, so the pure $T^2$ law requires $T$ far below $T_s$. At 0.01 K, $T/T_s=0.0654$, and the formula gives $1.618\times0.256\times(1-0.037)=0.399$. The numerical integral gives 0.402, with a local exponent of 1.95.

In this harmonic model the flexural $T^{3/2}$ law thus occupies a window: well above $T_s$, and well below the temperature at which $k_Ta=1$. In a real membrane the anharmonic coupling of flexural to in-plane motion stiffens the sheet at long wavelength. That effect is outside this model and need not be smaller than the corrections kept here. A substrate that gives the flexural branch a minimum frequency $\omega_0$ closes the window differently. No flexural channel is open below $\omega_0$, and for $k_BT\ll\hbar\omega_0$ that contribution is exponentially small.

## Finite width

In a strip that is periodic across its width, $k_y=2\pi m/W$ with integer $m$, and the integral over $k_y$ becomes a sum. Let $F(y)=\int_y^\infty w\,dx$ be the contribution of a channel that opens at $x=y$. For linear waves channel $m$ opens at $|m|\delta$, where $\delta=T_W/T$ and $T_W=2\pi\hbar c/(Wk_B)$. The Euler–Maclaurin formula on each side of $m=0$, with $F'(0)=-w(0)=-1$ and $\int_0^\infty F\,dy=\int_0^\infty xw\,dx=I_3$, gives

$$\sum_mF(|m|\delta)=\frac2\delta\left(I_3+\frac{\delta^2}{12}+\dots\right).$$

The first relative correction is $\delta^2/(12I_3)$. For $W=1$ µm and $c=10$ km/s, $T_W=0.480$ K. At 1 K the correction is $0.230/(12\times7.212)=0.0027$, and the explicit channel sum also exceeds the wide-sheet formula by 0.0027.

This small correction relies on the periodic condition, which leaves the strip without edges. For a scalar linear wave with free edges, $k_y=\pi m/W$ with $m\ge0$, and the sum becomes $\sum_{m\ge0}F(m\delta/2)=(2/\delta)I_3+\tfrac12I_2+\dots$. The extra half channel gives a relative correction $\delta I_2/(4I_3)$, which is 0.055 at 1 K. Edges can therefore matter much more than the spacing of the channels.

For tension-free flexural waves in the periodic strip the opening frequency is proportional to $k_y^2$, so the summand is smooth and even at $k_y=0$. The odd derivatives that enter the Euler–Maclaurin corrections vanish there, and at 1 K the channel sum agrees with the wide-sheet formula to the five decimals computed. The corresponding width temperature is also far lower, $\hbar b(2\pi/W)^2/k_B=0.15$ mK. Both statements have limits. In a plate with free edges the channels open at the frequencies of a free–free beam: two at zero frequency (bending and twisting of the strip), then at $kW=4.73,\ 7.85,\dots\approx(m+\tfrac12)\pi$. On average this is one channel more than $Wk/\pi$, a relative correction $0.9464/209=0.0045$ at 1 K. Under the tension $s=100$ m/s the width temperature rises to 4.8 mK, so the values given above for 0.01 K apply to a sheet much wider than 1 µm.

Well below its width temperature each branch of the periodic strip keeps one open channel, $k_y=0$. Its conductance is then $g_1\propto T$, whatever the dispersion, provided that channel has no minimum frequency. A strip with free edges keeps four such channels rather than three: stretching, in-plane bending, out-of-plane bending and twisting. The powers $T^{3/2}$ and $T^2$ both belong to a sheet wide enough for the number of open channels to keep changing with temperature.
